Logarithmic deflection near classical orbiting: why the inner coefficient is doubled

## Part I. The theorem and its proof

A particle that arrives with nearly the orbiting impact parameter b0 circles its target before it leaves, and its deflection angle grows without limit as b0 is approached. Suppose that the growth has been fitted for impact parameters just above b0, and that the same logarithmic slope is then used just below. In the ion–atom example of Part II the outer slope is 0.723 rad per unit of natural logarithm. At a relative distance of 10⁻³ inside b0, even with the correct additive constant, the fitted law misses 0.723 × ln 1000 = 5.0 rad, which is most of a full turn. When a repulsive core sends the particle back, the inner slope is twice the outer one. The theorem below states when this holds.

**Setting and sign convention**

Two particles with reduced mass μ interact through a central potential V(r) that vanishes at infinity. Their relative energy is E > 0, their relative speed at infinity is v, with E = μv²/2, and the impact parameter is b. The angular momentum is L = μvb. The centrifugal energy is therefore

L²/(2μr²) = μv²b²/(2r²) = E b²/r².

Energy conservation reads μṙ²/2 + E b²/r² + V = E. Division by E = μv²/2 gives

ṙ² = v² [1 − V(r)/E − b²/r²].   (1)

Define

P(r) = 1 − V(r)/E,  G(r) = r² P(r).

Then (1) becomes

ṙ² = v² [G(r) − b²]/r².   (2)

The function G does not contain b. Motion is allowed where G ≥ b², and turning points are solutions of G = b². All dependence on the impact parameter is now a comparison of one fixed curve with the level b².

The polar angle φ obeys φ̇ = L/(μr²) = vb/r². On the outgoing half of the path ṙ > 0, and division of φ̇ by ṙ gives

dφ/dr = (vb/r²) · r/[v√(G − b²)] = b/[r√(G − b²)].   (3)

The incoming half is the mirror image of the outgoing half, so both sweep the same angle. A free particle sweeps π in total. The deflection is defined as the difference

Θ(b) = π − 2b ∫ dr/[r√(G(r) − b²)],   (4)

where the integral runs from the outermost turning point to infinity. For V = 0 one has G = r², the integral multiplied by b is π/2, and Θ = 0, as it should be. Net repulsion gives Θ > 0 and net attraction gives Θ < 0. The angle is not reduced modulo 2π, so that full turns are counted.

**Assumptions**

A. There are radii 0 < r_in < r0, and V is smooth on an open interval that contains all r ≥ r_in.

B. At r0 the function G has a nondegenerate minimum with a positive value: G'(r0) = 0, G''(r0) > 0, G(r0) = b0² > 0. Outside it, G'(r) > 0 for all r > r0.

C. Between r_in and r0 one has G > b0². At r_in the curve crosses the level b0² with G'(r_in) > 0.

Assumption B says that r0 is the top of the centrifugal barrier and that no other barrier stops the particle farther out. Assumption C describes the core, which here means whatever turns the particle back: a repulsive wall, or the centrifugal term alone when V stays finite at the centre. A particle that passes the barrier with b slightly below b0 moves freely down to the neighbourhood of r_in, where it is turned back at a simple turning point.

**Theorem.** Let δ = (b − b0)/b0. Under assumptions A to C there are constants C_out and C_in such that, as δ → 0,

Θ = a ln δ + C_out + O(δ ln(1/δ))  for δ > 0,   (5)

Θ = 2a ln|δ| + C_in + O(|δ| ln(1/|δ|))  for δ < 0,   (6)

with the positive coefficient

a = [−3 − r0V''(r0)/V'(r0)]^(−1/2).   (7)

Since ln|δ| is negative, both angles go to −∞. The proof uses four lemmas.

**Lemma 1 (a smooth coordinate on the hill).** Near r0 there is a smooth increasing coordinate y(r), with y(r0) = 0, such that G(r) − b0² = y². If dr/r = h(y) dy, then

h(0) = 1/[r0√(G''(r0)/2)].   (8)

Proof. Because G − b0² and its first derivative vanish at r0, Taylor's formula with integral remainder gives

G(r) − b0² = (r − r0)² g(r),
g(r) = ∫₀¹ (1 − s) G''(r0 + s(r − r0)) ds.

The function g is smooth, and g(r0) = G''(r0)/2 > 0 because ∫₀¹(1 − s)ds = 1/2. Hence y = (r − r0)√g(r) is smooth near r0, its square is G − b0², and its slope at r0 is √(G''(r0)/2) > 0. The inverse function r(y) is therefore smooth too. Finally h = (dr/dy)/r, which at y = 0 is (8). ∎

Write h0 = h(0), and choose Y > 0 so small that −Y ≤ y ≤ Y lies inside this neighbourhood and outside the neighbourhood of r_in. Let r₋ < r0 < r₊ be the radii at y = −Y and y = Y. Taylor's formula also gives

h(y) = h0 + h1 y + y² k(y),   (9)

with h1 constant and k continuous, hence bounded. Set η = b² − b0². In this coordinate G − b² = y² − η.

**Lemma 2 (the two passages over the hill).** Define

A₊ = ∫₀^Y [h(y) − h0]/y dy,  A₋ = ∫₀^Y [h(−y) − h0]/y dy.

For η > 0, as η → 0,

∫_{√η}^Y h dy/√(y² − η) = h0[ln(2Y) − ½ ln η] + A₊ + O(η ln(1/η)).   (10)

For η = −ε < 0, as ε → 0,

∫_{−Y}^Y h dy/√(y² + ε) = 2h0[ln(2Y) − ½ ln ε] + A₊ + A₋ + O(ε ln(1/ε)).   (11)

Proof of (10). Insert (9) and treat the three terms in turn. The constant term gives

h0 arccosh(Y/√η) = h0 ln{[Y + √(Y² − η)]/√η} = h0[ln(2Y) − ½ ln η] + O(η).

The linear term gives h1√(Y² − η) = h1Y + O(η). For the quadratic term, compare y²/√(y² − η) with y:

y²/√(y² − η) − y = y[y − √(y² − η)]/√(y² − η)
= yη/{√(y² − η)[y + √(y² − η)]} ≤ η/√(y² − η).

The second line follows by multiplying above and below by y + √(y² − η). The integral of the bound from √η to Y is η arccosh(Y/√η), which is O(η ln(1/η)). Replacing the lower limit √η by 0 in ∫ y k dy costs O(η). The quadratic term is thus ∫₀^Y y k dy plus the stated error. By (9), h1 + y k = (h − h0)/y, so h1Y + ∫₀^Y y k dy = A₊.

Proof of (11). The constant term gives

2h0 arcsinh(Y/√ε) = 2h0 ln{[Y + √(Y² + ε)]/√ε} = 2h0[ln(2Y) − ½ ln ε] + O(ε).

The linear term is odd and integrates to zero. For the quadratic term,

|y| − y²/√(y² + ε) = |y|[√(y² + ε) − |y|]/√(y² + ε)
= |y|ε/{√(y² + ε)[√(y² + ε) + |y|]} ≤ ε/√(y² + ε),

and the bound integrates to 2ε arcsinh(Y/√ε) = O(ε ln(1/ε)). What remains is the integral of |y|k(y) from −Y to Y. It equals A₊ + A₋, since h1Y occurs with opposite signs in A₊ and A₋ and cancels. ∎

The difference between (10) and (11) is the whole origin of the factor two. In (10) the integral begins on the near slope of the hill, where the particle turns. In (11) it covers both slopes. Each slope contributes −½h0 times the logarithm.

**Lemma 3 (the rest of the path).** The outer part

B₊(b²) = ∫_{r₊}^∞ dr/[r√(G − b²)]

and, for b < b0, the inner part

B₋(b²) = ∫_{r_t}^{r₋} dr/[r√(G − b²)],  G(r_t) = b²,  r_t near r_in,

differ from finite limits B₊(b0²) and B₋(b0²) by O(|η|).

Proof. For r ≥ r₊ assumption B gives G − b0² ≥ Y². If |η| ≤ Y²/2, then G − b² ≥ Y²/2, while G grows like r² at large r. The integral can therefore be differentiated with respect to b², and its derivative, ½∫dr/[r(G − b²)^(3/2)], is bounded. This proves the claim for B₊.

For B₋, choose r_c slightly above r_in such that G' > 0 from r_t to r_c. On this interval use z = G(r) as variable, with q(z) = 1/[rG'(r)], and then put z = b² + s²:

∫_{r_t}^{r_c} dr/[r√(G − b²)] = ∫_{b²}^{G(r_c)} q(z)dz/√(z − b²) = 2∫₀^{S} q(b² + s²) ds,

where S = √(G(r_c) − b²). The last form is smooth in b². From r_c to r₋ the difference G − b0² is bounded below by a positive number, by assumption C, so that part is smooth in b² as well. ∎

The core therefore adds no singularity of its own. Its part is to send the particle back over the hill.

**Lemma 4 (the coefficient in terms of V).** The product a = b0h0 is given by (7).

Proof. Differentiate G = r²P, with P' = −V'/E and P'' = −V''/E:

G' = 2rP − r²V'/E,
G'' = 2P − 4rV'/E − r²V''/E.

The condition G'(r0) = 0 gives P(r0) = r0V'(r0)/(2E), and hence

b0² = r0²P(r0) = r0³V'(r0)/(2E).   (12)

Since b0² > 0, the force at r0 is attractive: V'(r0) > 0. Insertion of P(r0) into G'' gives

G''(r0) = r0V'/E − 4r0V'/E − r0²V''/E = −[3r0V' + r0²V'']/E.

By (8), h0² = 2/[r0²G''(r0)], so

a² = b0²h0² = 2b0²/[r0²G''(r0)] = r0V'/{−[3r0V' + r0²V'']} = 1/[−3 − r0V''/V'].

The bracket is positive because G''(r0) > 0. ∎

**Proof of the theorem.** First let δ > 0. By assumption B the outermost turning point is the single point outside r0 where y² = η, that is y = √η. The integral in (4) is the sum of (10) and B₊. Moreover

η = b0²[(1 + δ)² − 1] = 2b0²δ(1 + δ/2),

so ln η = ln(2b0²δ) + O(δ). The prefactor b = b0(1 + δ) differs from b0 by a relative amount δ. Multiplied by the logarithm, this changes Θ by O(δ ln(1/δ)). Therefore

Θ = π − 2b0{h0[ln(2Y) − ½ ln(2b0²δ)] + A₊ + B₊(b0²)} + O(δ ln(1/δ)).   (13)

The coefficient of ln δ is (−2b0)(−½h0) = b0h0 = a.

Now let δ < 0. For all r ≥ r_in one has G ≥ b0² > b², so the particle passes r0 and turns at r_t. The integral in (4) is the sum of (11), B₊ and B₋, and with ε = |η| = 2b0²|δ|(1 + δ/2),

Θ = π − 2b0{2h0[ln(2Y) − ½ ln(2b0²|δ|)] + A₊ + A₋ + B₊(b0²) + B₋(b0²)} + O(|δ| ln(1/|δ|)).   (14)

The coefficient of ln|δ| is (−2b0)(−h0) = 2a. ∎

**Remark (the same count in time).** Let x = r − r0. Close to the unstable orbit the radial motion obeys ẍ = λ²x, with a growth rate λ. The effective potential at b0 is U = V + Eb0²/r², and

U − E = −E(G − b0²)/r².

Since G − b0² has a double zero at r0, U''(r0) = −EG''(r0)/r0², and λ² = −U''/μ = EG''/(μr0²). The orbital angular speed is ω = vb0/r0², with v² = 2E/μ. Hence

ω²/λ² = (2E/μ)(b0²/r0⁴) · μr0²/(EG'') = 2b0²/(r0²G'') = a².

The coefficient is thus the angle turned during one growth time, a = ω/λ. Outside, x = x₁ cosh(λt) with x₁ proportional to √δ, and the stay near the hilltop is (1/λ) ln(1/δ) plus a constant. Inside, one crossing follows x = x₁ sinh(λt), with x₁ proportional to √|δ|. It takes (1/λ) ln(1/|δ|) plus a constant, and there are two crossings.

## Part II. Constants, limits and an ion–atom example

The symbols are those of Part I. The relative energy is E, P = 1 − V/E and G = r²P. The barrier top is at r0, where G has the minimum b0², and the core turning point at b0 is r_in. The relative distance from orbiting is δ = (b − b0)/b0. Part I proved Θ = a ln δ + C_out outside and Θ = 2a ln|δ| + C_in inside, with errors O(|δ| ln(1/|δ|)). It also gave a = b0h0 = [−3 − r0V''/V']^(−1/2), where h0 = 1/[r0√(G''(r0)/2)], and a = ω/λ, the orbital angular speed over the growth rate of the unstable orbit.

**Proposition 1 (the constants).** Let w = 1/r, w0 = 1/r0, w_in = 1/r_in and F0 = P − b0²w². Define

K_out = ∫₀^{w0} [b0/√F0 − a/(w0 − w)] dw,
K_in = ∫_{w0}^{w_in} [b0/√F0 − a/(w − w0)] dw + a ln[(w_in − w0)/w0].

Then

C_out = π + a ln(a²/2) − 2K_out,   (15)
C_in = π + 2a ln(a²/2) − 2K_out − 2K_in.   (16)

Proof. Equation (13) contains h0 ln(2Y) + A₊ + B₊(b0²), where Y is an arbitrary cut. To remove it, stop the integral at b0 a small distance ρ outside r0, where y = y₁. By the definition of A₊,

∫_{r0+ρ}^∞ dr/[r√(G − b0²)] = h0 ln(Y/y₁) + A₊ + B₊(b0²) + (terms vanishing with ρ).

Adding h0 ln(2y₁) to both sides turns the right side into h0 ln(2Y) + A₊ + B₊(b0²). To leading order y₁ = ρ√(G''(r0)/2) = ρ/(r0h0) = ρb0/(ar0). Multiplication by b0 gives

b0[h0 ln(2Y) + A₊ + B₊] = K + a ln(2b0/a),
K = lim_{ρ→0} {b0∫_{r0+ρ}^∞ dr/[r√(G − b0²)] + a ln(ρ/r0)}.

This K is K_out. Indeed F0 = w²(G − b0²) and |dr|/r = |dw|/w, so |dr|/[r√(G − b0²)] = |dw|/√F0. The cut lies at w0 − σ with σ/w0 = ρ/r0 to leading order, and the subtracted term integrates to a ln(w0/σ), which cancels a ln(ρ/r0) in the limit. Equation (13) becomes

Θ = π − 2K_out − 2a ln(2b0/a) + a ln(2b0²δ)
= π − 2K_out + a ln[2b0²δ · a²/(4b0²)]
= π − 2K_out + a ln(a²δ/2),

which is (15).

The inner slope of the hill is treated in the same way, with a cut at r0 − ρ. There the subtracted term integrates to a ln[(w_in − w0)/σ]. Together with a ln(σ/w0) it leaves the explicit logarithm in K_in. Equation (14) then gives

Θ = π − 2K_out − 2K_in − 4a ln(2b0/a) + 2a ln(2b0²|δ|)
= π − 2K_out − 2K_in + 2a ln(a²|δ|/2),

which is (16). ∎

The core enters K_in and thereby C_in. It does not enter a, K_out or C_out, provided that V is held fixed from r0 outward.

**Remark (what the doubling requires).** Replace the core by a hard wall at r_w < r0, with G > b0² between the wall and r0. The wall reflects the particle at a place where the integrand is regular, so the proof still gives 2a. Put the wall at r0 itself, and the particle with b < b0 meets only the outer slope of the hill. The local integral then runs from y = 0 to Y, its leading part is h0 arcsinh(Y/√ε), and the coefficient is a on both sides. In this case the linear term of h gives h1[√(Y² + ε) − √ε], so the correction is generally of order √|δ|.

The potential V = −C/r⁴ shows the slopes in closed form. Choose r0 as the unit of length. Then G = r² + 1/r², b0² = 2 and G − 2 = (r − 1/r)². With y = r − 1/r one finds r dy/dr = r + 1/r = √(y² + 4), so h = 1/√(y² + 4), h0 = 1/2 and a = √2/2 = 0.70711. This h is even in y, so h1 = 0 and the √|δ| correction is absent for this particular potential. Quadrature of the deflection between |δ| = 10⁻⁶ and 10⁻⁷ gives an inner slope of 0.70711 with the wall at r0, and 1.41422 with the wall at 0.667 r0 or at 0.250 r0. Moving the wall inward from 0.667 r0 leaves the slope unchanged.

The turning point need not come from a repulsive potential. If V stays finite at the centre, G falls to zero there and the centrifugal term turns the particle back; the purely attractive well V = −20E exp(−r²) has slopes 0.483 outside and 0.967 inside. If instead the attraction grows faster than 1/r² all the way in, the particle may run to the centre, and (4) then defines no inner deflection. If a second barrier inside r0 has its top at the same level b0², it adds logarithms of its own; assumption C excludes this.

**Proposition 2 (spacing of turns).** Close to orbiting, one more full turn requires |δ| to be multiplied by

e^(−2π/a) outside,  e^(−π/a) inside.   (17)

Proof. Subtract (5) at two values of δ and set the difference of the angles to −2π. The constant cancels, and a ln(δ₂/δ₁) = −2π up to the remainder. From (6), 2a ln|δ₂/δ₁| = −2π. ∎

The inner factor is the square root of the outer one. Many-turn collisions therefore occupy a much wider range of impact parameters inside b0 than outside. At a given large negative Θ, the laws give δ = exp[(Θ − C_out)/a] outside and |δ| = exp[(Θ − C_in)/(2a)] inside, and the second decreases at half the exponential rate.

**Proposition 3 (a polarization well with a core).** Let

V = (D/2)[s¹² − 3s⁴],  s = rm/r,   (18)

with well depth D at r = rm. Its tail is −C4/r⁴ with C4 = (3/2)D rm⁴. Orbiting of the kind assumed occurs for 0 < E < D/√5. With u = (rm/r0)⁸,

a = √[(1 − u)/(2 − 10u)].   (19)

Proof. Since r ds/dr = −s, one has rV' = 6D(s⁴ − s¹²). From G' = 2rP − r²V'/E,

G' = (2r/E)[E − (V + rV'/2)],
V + rV'/2 = (D/2)s⁴(3 − 5s⁸).   (20)

As a function of q = s⁴ the last expression is (D/2)(3q − 5q³). It rises from zero, has its maximum where 3 − 15q² = 0, that is at s⁸ = 1/5, and falls afterwards. The maximum is (D/2)(1/√5)(3 − 1) = D/√5. For E below this value there are two radii with G' = 0. Coming from infinity, G' is positive, becomes negative between the two radii, and is positive again inside the inner one. The outer radius is thus a minimum of G and the inner one a maximum. Farther in, the s¹² term drives G monotonically to −∞, so it crosses b0² once. At the outer radius u < 1/5, hence V' > 0 and b0² > 0 by (12). All assumptions hold.

For the coefficient, V' = (6D/r)(s⁴ − s¹²), and logarithmic differentiation gives

r0V''/V' = −1 + (−4 + 12u)/(1 − u).

Therefore −3 − r0V''/V' = −2 + (4 − 12u)/(1 − u) = (2 − 10u)/(1 − u), which is (19). ∎

At low energy u → 0 and a → 1/√2. This is the case n = 4 of an attraction proportional to −1/rⁿ, for which r0V''/V' = −(n + 1) and a = 1/√(n − 2), with n > 2. At E = D/√5 one has u = 1/5, the minimum and maximum of G merge, G''(r0) = 0, and a diverges. The theorem does not apply at that energy. Just below it, the law sets in at smaller |δ| as the two extrema approach each other.

**Worked example: Al⁺ passing a magnesium atom**

The setting is magnesium vapour in the metal-vapour ion source of an implanter, with a slow Al⁺ ion of relative energy E = 0.10 eV. The magnesium polarizability is taken as 0.011 nm³ and the well radius as rm = 0.30 nm, both rough. The polarization tail has C4 = 0.00792 eV nm⁴, so

D = C4/(1.5 rm⁴) = 0.00792/(1.5 × 0.0081) = 0.652 eV,  E/D = 0.153.

The outer solution of G' = 0, with G' from (20), is u = 0.01085, or r0 = 0.528 nm. Since rV' = 6D(s⁴ − s¹²), equation (12) gives b0² = r0²(3D/E)√u(1 − u) = 2.015 r0², so b0 = 0.750 nm. The core turns the ion at 0.285 nm. Equation (19) gives

a = √[0.98915/(2 − 0.1085)] = 0.7231 rad,  2a = 1.4463 rad.

The extra digits here and below serve to compare formula and quadrature for the stated potential; they claim no such accuracy for the real pair. Between |δ| = 10⁻⁶ and 10⁻⁷ the deflection integral has slopes 0.72314 outside and 1.44630 inside, in the ratio 2.0000.

The regularised integrals are K_out = 0.4667 and K_in = −0.0991. With a ln(a²/2) = −0.9701,

C_out = 3.1416 − 0.9701 − 0.9334 = 1.238 rad,
C_in = 3.1416 − 1.9401 − 0.9334 + 0.1983 = 0.466 rad.

At δ = 10⁻³ the law gives 0.7231 × (−6.9078) + 1.238 = −3.757 rad, and quadrature gives −3.763 rad. At δ = −10⁻³ the values are −9.524 and −9.513 rad. Direct integration of Newton's equations gives the same −3.763 and −9.513 rad. At |δ| = 0.1 the law misses by 0.29 rad outside and 0.46 rad inside, so it is a poor guide there. At |δ| = 0.01 the errors are 0.05 and 0.08 rad.

By (17), one more turn shrinks |δ| by a factor 1.68 × 10⁻⁴ outside and 0.0130 inside. The deflection integral, started at |δ| = 10⁻⁴, gives the same factors to three digits.

**Where classical mechanics stops**

The angular momentum at b0 is 185 ħ. One unit of ħ corresponds to |δ| = 1/185 = 0.0054. One unit away from b0 the classical deflection is −2.56 rad outside and −7.03 rad inside. A long series of ever closer turns is therefore not resolved by separate partial waves in this example.

Tunnelling blurs the threshold as well. For b slightly above b0 the barrier top exceeds E by T = ħωΔl, where Δl is the excess angular momentum in units of ħ, because the derivative of L²/(2μr0²) with respect to L is ω. Near its top the barrier is T − μλ²x²/2, which vanishes at x = ±x₁ with x₁² = 2T/(μλ²). The semiclassical exponent is

(2/ħ)∫√{2μ[T − μλ²x²/2]} dx = (2μλ/ħ)(πx₁²/2) = 2πT/(ħλ) = 2πaΔl.

It reaches one at Δl = 1/(2πa) = 0.22, or |δ| = 0.0012. For Δl = 0.1 the full barrier integral is 0.4545 and the formula gives 0.4544.

**The model beside the real case**

Implant beams have energies far above 1 eV. In this model orbiting ends at a relative energy of 0.29 eV, or 0.62 eV for Al⁺ striking magnesium at rest, so the result concerns slow ions in the source and not the implanted beam. Both partners have closed-shell s² ground states, which justifies a central potential. Transfer of the charge needs between 1.6 and 1.7 eV, far more than the 0.10 eV available. The short-range part of (18) is a chosen form and not a computed interaction. Its depth of 0.65 eV follows from the tail and the assumed rm; the real well is probably deeper, by roughly a quarter or more. The energy limits and the core constant C_in therefore belong to the model and are only rough guides to the real pair.

One omission in the potential is the attraction −C6/r⁶ from dispersion and from the induced quadrupole. With rough atomic data, and London's formula for the dispersion, it amounts to 27% of the r⁻⁴ energy at r0. Adding it, with (18) held fixed, changes a from 0.72 to 0.64 rad and b0 from 0.75 to 0.79 nm. London's formula probably overestimates the dispersion here by about a factor of two. The share would then be nearer 20%, with a about 0.65 rad and b0 about 0.78 nm. These figures cover the r⁻⁶ term only. Frozen-core CCSD(T) energies in the cc-pVTZ basis, without counterpoise correction, give −0.155 eV at 0.54 nm, about two thirds more than the r⁻⁴ term, and place the orbit radius beyond 0.6 nm, so a and b0 for the real pair are not fixed by these estimates. The factor two survives. The new term adds 2C6/r⁶ to V + rV'/2, and the sum still rises to a single maximum and then falls, so the assumptions remain satisfied. The undamped r⁻⁶ term is meaningful only near r0: farther in it would deepen the well to 1.9 eV and raise the orbiting limit from 0.29 to 1.1 eV.

The spread of energies matters more for any attempt to see the logarithm. At a vapour temperature of 700 K, kT = 0.060 eV, and raising E by this amount lowers b0 by 11%. That is about twenty times the shift that corresponds to one unit of ħ. At a fixed impact parameter, a thermal average therefore mixes collisions on both sides of orbiting, and the two slopes are blurred unless the energy is well defined. Near E = 0.10 eV a change of 4% in E already shifts b0 by 1%. The numerical output lists the remaining values.

Computed values

```
relative energy E = 0.10 eV; well radius rm = 0.30 nm
Mg polarizability (rough) = 0.011 nm^3; C4 = 0.00792 eV nm^4
masses Al, Mg = 27, 24 u; reduced = 12.706 u
well depth D = 0.6518 eV; E/D = 0.1534
highest orbiting relative energy = 0.2915 eV
same limit, Al+ lab energy, Mg at rest = 0.6195 eV
orbit radius r0 = 0.5281 nm; u = (rm/r0)^8 = 0.010849
orbiting impact parameter b0 = 0.7496 nm
core turning radius at b0 = 0.2846 nm
coefficient a = 0.723148 rad; 2a = 1.446295 rad
numerical log slope outside, inside = 0.723143, 1.446304 rad
ratio of numerical slopes = 2.00002
K_out = 0.466711 rad; K_in = -0.099127 rad
C_out = 1.238118 rad; C_in = 0.466319 rad
|delta|=1e-01 outside: Theta=-0.71359, law=-0.42699 rad
|delta|=1e-01 inside: Theta=-2.40745, law=-2.86390 rad
|delta|=1e-02 outside: Theta=-2.13748, law=-2.09210 rad
|delta|=1e-02 inside: Theta=-6.11355, law=-6.19412 rad
|delta|=1e-03 outside: Theta=-3.76348, law=-3.75721 rad
|delta|=1e-03 inside: Theta=-9.51269, law=-9.52433 rad
|delta|=1e-04 outside: Theta=-5.42312, law=-5.42232 rad
|delta|=1e-04 inside: Theta=-12.85303, law=-12.85455 rad
Newton trajectory, delta=+1e-3, -1e-3: -3.76348, -9.51269 rad
|delta| ratio per extra turn outside: 1.6830e-04; law 1.6849e-04
|delta| ratio per extra turn inside: 1.2994e-02; law 1.2980e-02
r^-4 with hard wall at r/r0=1.000: inside slope=0.70711 rad
r^-4 with hard wall at r/r0=0.667: inside slope=1.41422 rad
r^-4 with hard wall at r/r0=0.250: inside slope=1.41422 rad
instability time 1/lambda = 0.2183 ps; omega/lambda = 0.72315
angular momentum at b0 = 184.81 hbar; one unit is |delta| = 0.00541
Theta one unit outside, inside = -2.5633, -7.0336 rad
tunnelling width = 0.2201 hbar, or |delta| = 0.001191
barrier exponent 0.1 hbar above b0 = 0.45450; law 0.45437
rough Al+ polarizability = 0.004 nm^3; Mg quadrupole = 3.3e-04 nm^5
rough ionization energies Mg, Al, Al+ = 7.6, 6.0, 19.0 eV
neglected C6 = 5.959e-04 eV nm^6; r^-6/r^-4 energy at r0 = 0.270
with r^-6 term: a = 0.6359 rad; b0 = 0.7900 nm
vapour temperature = 700 K; kT = 0.0603 eV
relative change of b0 when E rises by kT = -0.1126
charge-transfer gap = 1.6 eV; E + D = 0.752 eV
```
